# Lattice Levinson theorem with half states at band edges: test program

```python
"""Lattice Levinson theorem for a local perturbation V of a lattice Hamiltonian H0.

Result under test:  N_b + (integral of drho over open bands) + (sum of edge indices) = 0
  D(z)  = det(1 - G0(z) V),  drho(E) = -(1/pi) Im d ln D(E+i0)/dE
  N_b   = number of bound states outside the bands
  index = exponent nu in D ~ (z - edge)^nu; -1/2 at a generic edge of a 1D chain
Stronger form tested: Tr[g(H) - g(H0)] = sum g(E_b) + sum nu g(edge) + int g drho dE,
with the left side from diagonalized finite matrices and the right from D.
Chain: hopping -t, E = -2 t cos k, 0 < k < pi. All energies are in eV.
"""
import numpy as np

t = 1.0
n_sites = 600
nodes, node_weights = np.polynomial.legendre.leggauss(200)


def hamiltonian(onsite, closed=True):
    h = np.diag(np.asarray(onsite, dtype=float))
    i = np.arange(len(onsite) - 1)
    h[i, i + 1] = h[i + 1, i] = -t
    if closed:
        h[0, -1] = h[-1, 0] = -t
    return h


def with_defect(background, potential, start):
    onsite = np.array(background, dtype=float)
    onsite[start:start + len(potential)] += potential
    return onsite


def chain_det(k, potential):
    site = np.arange(len(potential))
    distance = np.abs(site[:, None] - site[None, :])
    g0 = np.exp(1j * k * distance) / (2j * t * np.sin(k))
    return np.linalg.det(np.eye(len(site)) - g0 * np.asarray(potential)[None, :])


def decaying_k(z):
    k = np.arccos(-z / (2 * t) + 0j)
    return k if k.imag > 0 else -k


def chain_energy(k):
    return -2 * t * np.cos(k)


def band_integral(det_at, energy_at, k_max, g):
    """Integral of g(E) drho(E) over an open band; E must rise with k."""
    k = k_max * (nodes + 1) / 2
    step = 3e-5
    turn = np.array([np.angle(det_at(q + step) / det_at(q - step)) for q in k])
    density = -turn / (2 * step * np.pi)
    return np.sum(node_weights * k_max / 2 * g(energy_at(k)) * density)


def half_integer(slope):
    nearest = round(2 * slope) / 2
    assert abs(slope - nearest) < 0.02, slope
    return nearest


def edge_index(det_at, k_edge):
    kappa = 1e-4
    ratio = abs(det_at(k_edge + 2j * kappa) / det_at(k_edge + 1j * kappa))
    return half_integer(np.log(ratio) / (2 * np.log(2)))


def compare_moments(levels, clean, bound, edges, indices, integral):
    for p in range(7):
        direct = np.sum(levels**p) - np.sum(clean**p)
        derived = (np.sum(bound**p) + np.dot(indices, np.array(edges)**p)
                   + integral(lambda e: e**p))
        assert abs(direct - derived) < 2e-6 * 3.0**p, (p, direct, derived)


def single_band_case(det_at, levels, clean):
    bound = levels[np.abs(levels) > 2 * t + 1e-3]
    indices = [edge_index(det_at, 0.0), edge_index(det_at, np.pi)]

    def integral(g):
        return band_integral(det_at, chain_energy, np.pi, g)

    compare_moments(levels, clean, bound, [-2 * t, 2 * t], indices, integral)
    open_band = integral(np.ones_like)
    assert abs(len(bound) + open_band + sum(indices)) < 2e-6
    return bound, indices, open_band


def tidy(x, digits=4):
    return f"{round(float(x), digits) + 0.0:.{digits}f}"


def listing(values):
    return ", ".join(tidy(v) for v in values) if len(values) else "none"


def edge_strength(potential, sign):
    """Sum of V times the edge solution; sign +1 lower edge, -1 upper edge."""
    right, here, total = 1.0, 1.0, 0.0
    for v in potential[::-1]:
        total += v * here
        right, here = here, (2 + sign * v / t) * here - right
    return total


# ---- infinite chain: three defects
flat = np.zeros(n_sites)
clean_ring = np.linalg.eigvalsh(hamiltonian(flat))
U = 1.0
v_right = 1.0
v_left = -v_right / (1 + v_right / t)   # keeps the lower-edge solution bounded
defects = {"one site": [U], "four sites": [1.2, -2.0, 0.7, -1.5],
           "tuned pair": [v_left, v_right]}
print(f"hopping t = {t:.2f} eV; chain band from {-2*t:.2f} to {2*t:.2f} eV")
print(f"sites in each finite matrix = {n_sites}")
single_levels = None
for name, potential in defects.items():
    h = hamiltonian(with_defect(flat, potential, 250))
    levels = np.linalg.eigvalsh(h)
    if name == "one site":
        single_levels = levels

    def det_at(k, potential=potential):
        return chain_det(k, potential)

    # determinant of the infinite lattice against a ratio of full ring determinants
    z = 0.4 + 0.5j
    s1, l1 = np.linalg.slogdet(z * np.eye(n_sites) - h)
    s0, l0 = np.linalg.slogdet(z * np.eye(n_sites) - hamiltonian(flat))
    assert abs(s1 / s0 * np.exp(l1 - l0) - det_at(decaying_k(z))) < 1e-9

    # scattering solution by recursion: its left amplitude must be D
    for k in (0.3, 0.7, 1.9, 2.8):
        m = len(potential)
        right, here = np.exp(1j * k * m), np.exp(1j * k * (m - 1))
        for v in potential[::-1]:
            right, here = here, (v - chain_energy(k)) / t * here - right
        f_zero, f_minus = right, here
        amplitude = (f_minus - f_zero * np.exp(1j * k)) / (-2j * np.sin(k))
        reflected = f_zero - amplitude
        assert abs(amplitude - det_at(k)) < 1e-10
        assert abs(abs(det_at(k))**2 - 1 - abs(reflected)**2) < 1e-9

    lower, upper = edge_strength(potential, 1), edge_strength(potential, -1)
    kappa = 1e-4
    assert abs(2 * t * kappa * det_at(1j * kappa) - lower) < 1e-2
    assert abs(2 * t * kappa * det_at(np.pi + 1j * kappa) + upper) < 1e-2

    bound, indices, open_band = single_band_case(det_at, levels, clean_ring)
    for energy in bound:
        assert abs(det_at(decaying_k(energy))) < 1e-8
    generic_edges = sum(abs(a) > 1e-9 for a in (lower, upper))
    assert abs(open_band - (generic_edges / 2 - len(bound))) < 2e-6
    print(f"{name}: V = {listing(potential)} eV")
    print(f"  bound states N_b = {len(bound)}, at {listing(bound)} eV")
    print(f"  edge strengths A, B = {tidy(lower)}, {tidy(upper)} eV")
    print(f"  edge indices lower, upper = {indices[0]:.1f}, {indices[1]:.1f}")
    print(f"  open-band change = {tidy(open_band)} states")
    print(f"  bands with edges = {tidy(open_band + sum(indices))} states")

single_bound = single_levels[-1]
assert abs(single_bound - np.sqrt(U**2 + 4 * t**2)) < 1e-9

# ---- half state seen through a smooth window at the lower edge
print(f"window exp(-(E+2t)/w) at the lower edge, one site U = {U:.2f} eV:")
for width in (0.04, 0.01, 0.0025, 0.000625):
    def window(e, width=width):
        return np.exp(-(e + 2 * t) / width)

    direct = np.sum(window(single_levels)) - np.sum(window(clean_ring))
    smooth = band_integral(lambda k: chain_det(k, [U]), chain_energy, np.pi, window)
    lower_index = edge_index(lambda k: chain_det(k, [U]), 0.0)
    assert abs(direct - (smooth + lower_index + window(single_bound))) < 1e-5
    leading = -0.5 + np.sqrt(t * width / np.pi) / U
    print(f"  w = {width:.6f} eV: trace change {direct:.5f}, leading law {leading:.5f}")
assert abs(direct - leading) < 1e-4

# ---- end site of a half-infinite chain: regular edges and the critical case
clean_open = np.linalg.eigvalsh(hamiltonian(flat, closed=False))
for end_u in (0.5, 1.0, 2.0):
    levels = np.linalg.eigvalsh(hamiltonian(with_defect(flat, [end_u], 0), closed=False))

    def end_det(k, end_u=end_u):
        return 1 + end_u / t * np.exp(1j * k)

    bound, indices, open_band = single_band_case(end_det, levels, clean_open)
    assert len(bound) == int(end_u > t)
    if len(bound):
        assert abs(bound[0] - (end_u + t**2 / end_u)) < 1e-9
    print(f"end site U = {end_u:.2f} eV: N_b = {len(bound)}, at {listing(bound)} eV")
    print(f"  open-band change = {tidy(open_band)}, "
          f"edge indices = {indices[0]:.1f}, {indices[1]:.1f}")

# ---- alternating chain: two bands and a gap
stagger, gap_u = 0.5, -1.0
top = np.sqrt(stagger**2 + 4 * t**2)
alternating = stagger * (-1.0)**np.arange(n_sites)
clean = np.linalg.eigvalsh(hamiltonian(alternating))
levels = np.linalg.eigvalsh(hamiltonian(with_defect(alternating, [gap_u], 300)))
outside = (np.abs(levels) > top + 1e-3) | (np.abs(levels) < stagger - 1e-3)
bound = levels[outside]


def lower_energy(q):
    return -np.sqrt(stagger**2 + 4 * t**2 * np.cos(q)**2)


def upper_energy(q):
    return np.sqrt(stagger**2 + 4 * t**2 * np.sin(q)**2)


def band_det(energy_at):
    return lambda q: 1 + 1j * gap_u * abs(energy_at(q) + stagger) / (
        2 * t**2 * np.sin(2 * q))


def outside_det(e):
    x = e**2 - stagger**2 + 0j
    return 1 - gap_u * (e + stagger) / (np.sqrt(x) * np.sqrt(x - 4 * t**2))


edges = [-top, -stagger, stagger, top]
indices = []
for edge, side in zip(edges, (-1, 1, -1, 1)):
    r = 1e-8
    ratio = abs(outside_det(edge + 4 * side * r) / outside_det(edge + side * r))
    indices.append(half_integer(np.log(ratio) / np.log(4)))


def lower_integral(g):
    return band_integral(band_det(lower_energy), lower_energy, np.pi / 2, g)


def upper_integral(g):
    return band_integral(band_det(upper_energy), upper_energy, np.pi / 2, g)


compare_moments(levels, clean, bound, edges, indices,
                lambda g: lower_integral(g) + upper_integral(g))
for energy in bound:
    assert abs(outside_det(energy)) < 1e-8
lower_open, upper_open = lower_integral(np.ones_like), upper_integral(np.ones_like)
lower_total = lower_open + indices[0] + indices[1]
upper_total = upper_open + indices[2] + indices[3]
for total in (lower_total, upper_total):
    assert abs(total - round(total)) < 2e-6
assert abs(len(bound) + lower_total + upper_total) < 4e-6
print(f"alternating chain: site energies +/-{stagger:.2f} eV, defect {gap_u:.2f} eV")
print(f"  band edges = {listing(edges)} eV")
print(f"  bound states N_b = {len(bound)}, at {listing(bound)} eV")
print("  edge indices = " + ", ".join(f"{i:.1f}" for i in indices))
print(f"  open-band change lower, upper = {tidy(lower_open)}, {tidy(upper_open)}")
print(f"  with edges lower, upper = {tidy(lower_total)}, {tidy(upper_total)}")
for fermi in (0.0, 0.4):
    counted = int(np.sum(levels < fermi)) - int(np.sum(clean < fermi))
    assert abs(counted - (lower_total + np.sum(bound < fermi))) < 2e-6
    print(f"  levels gained below {fermi:.2f} eV, per spin = {counted}")

print("every check passed")
```

It prints:

```
hopping t = 1.00 eV; chain band from -2.00 to 2.00 eV
sites in each finite matrix = 600
one site: V = 1.0000 eV
  bound states N_b = 1, at 2.2361 eV
  edge strengths A, B = 1.0000, 1.0000 eV
  edge indices lower, upper = -0.5, -0.5
  open-band change = 0.0000 states
  bands with edges = -1.0000 states
four sites: V = 1.2000, -2.0000, 0.7000, -1.5000 eV
  bound states N_b = 3, at -2.7398, -2.2229, 2.1689 eV
  edge strengths A, B = 3.4500, 3.5500 eV
  edge indices lower, upper = -0.5, -0.5
  open-band change = -2.0000 states
  bands with edges = -3.0000 states
tuned pair: V = -0.5000, 1.0000 eV
  bound states N_b = 1, at 2.1667 eV
  edge strengths A, B = 0.0000, 1.0000 eV
  edge indices lower, upper = 0.0, -0.5
  open-band change = -0.5000 states
  bands with edges = -1.0000 states
window exp(-(E+2t)/w) at the lower edge, one site U = 1.00 eV:
  w = 0.040000 eV: trace change -0.39522, leading law -0.38716
  w = 0.010000 eV: trace change -0.44474, leading law -0.44358
  w = 0.002500 eV: trace change -0.47194, leading law -0.47179
  w = 0.000625 eV: trace change -0.48591, leading law -0.48590
end site U = 0.50 eV: N_b = 0, at none eV
  open-band change = 0.0000, edge indices = 0.0, 0.0
end site U = 1.00 eV: N_b = 0, at none eV
  open-band change = -0.5000, edge indices = 0.0, 0.5
end site U = 2.00 eV: N_b = 1, at 2.5000 eV
  open-band change = -1.0000, edge indices = 0.0, 0.0
alternating chain: site energies +/-0.50 eV, defect -1.00 eV
  band edges = -2.0616, -0.5000, 0.5000, 2.0616 eV
  bound states N_b = 2, at -2.2093, 0.3061 eV
  edge indices = -0.5, 0.0, -0.5, -0.5
  open-band change lower, upper = -0.5000, 0.0000
  with edges lower, upper = -1.0000, -1.0000
  levels gained below 0.00 eV, per spin = 0
  levels gained below 0.40 eV, per spin = 1
every check passed
```
